# Updating projectile and recoil directions after a binary collision

Suppose an ion-implantation simulation measures depth along $z$, the inward surface normal, and the beam enters along that axis or a few degrees from it. Direction-cosine formulas that take $z$ as reference axis then divide by a small number, or by zero. One must decide which reference axis defines the scattering azimuth, and whether an azimuth taken from the crystal geometry may be passed on unchanged when that axis is switched. A wrong choice sends the atoms the wrong way, and a momentum check may not reveal it.

## A collision done by hand

Take equal masses, a target at rest and an elastic, non-relativistic collision. The projectile has momentum $p_0$ along $\mathbf u=(1,0,0)$. Let it leave at $45^\circ$ to $\mathbf u$. For equal masses the recoil then also leaves at $45^\circ$, on the opposite side, and each atom carries $p_0/\sqrt2$; the general formulas below give this for a centre-of-mass angle of $90^\circ$.

"Opposite side" needs a transverse direction. Take $\mathbf n=\hat{\mathbf z}$ as reference axis and define azimuth zero as the direction perpendicular to $\mathbf u$ that points away from $\mathbf n$, here $-\hat{\mathbf z}$. At azimuth zero

$$\mathbf u_1=\tfrac{1}{\sqrt2}(1,0,-1),\qquad \mathbf u_2=\tfrac{1}{\sqrt2}(1,0,1),$$

$$\tfrac{p_0}{\sqrt2}(\mathbf u_1+\mathbf u_2)=\tfrac{p_0}{2}(2,0,0)=p_0\mathbf u .$$

Now send the projectile along $\mathbf u=(0,0,1)$. No perpendicular direction points "away from $\hat{\mathbf z}$" more than any other, so the rule fails. With $\mathbf n=\hat{\mathbf x}$ instead, azimuth zero is $-\hat{\mathbf x}$, and $\mathbf u_{1,2}=(\mp1,0,1)/\sqrt2$ again balances. The collision is as regular as before; only the label of its azimuth had failed.

## Angles and energies for any masses

Let the masses be $M_1$ (projectile) and $M_2$ (target), $A=M_2/M_1$, and let the initial speed and energy be $v_0$ and $E$. The centre of mass moves with velocity $v_0\mathbf u/(1+A)$. Relative to it, the projectile has velocity $Av_0\mathbf u/(1+A)$ and the target $-v_0\mathbf u/(1+A)$. In this frame the total momentum is zero, so the two speeds keep a fixed ratio. Since the kinetic energy is also unchanged, each speed is unchanged and only the direction turns, from $\mathbf u$ to

$$\mathbf m=\cos\Theta\,\mathbf u+\sin\Theta\,\mathbf t,\qquad \mathbf t\perp\mathbf u,\ |\mathbf t|=1 .$$

Here $\Theta$ is the centre-of-mass angle. Adding back the centre-of-mass velocity gives

$$\mathbf v_1=\frac{v_0}{1+A}(\mathbf u+A\mathbf m),\qquad \mathbf v_2=\frac{v_0}{1+A}(\mathbf u-\mathbf m).$$

Momentum balances because

$$M_1\mathbf v_1+M_2\mathbf v_2=\frac{M_1v_0}{1+A}\left[\mathbf u+A\mathbf m+A\mathbf u-A\mathbf m\right]=M_1v_0\mathbf u .$$

The ratio of transverse to forward velocity gives the laboratory angles $\psi$ (projectile) and $\chi$ (recoil):

$$\tan\psi=\frac{A\sin\Theta}{1+A\cos\Theta},\qquad
\tan\chi=\frac{\sin\Theta}{1-\cos\Theta}=\cot\frac{\Theta}{2},\qquad \chi=\frac{\pi-\Theta}{2}.$$

Use a two-argument arctangent for $\psi$: the denominator is negative when the projectile is thrown backwards. In the recoil velocity the coefficient of $\mathbf t$ is negative, so the recoil azimuth is that of the projectile plus $\pi$.

For the recoil energy, $|\mathbf u-\mathbf m|^2=2-2\cos\Theta=4\sin^2(\Theta/2)$, and $\tfrac12M_2v_0^2=AE$. Hence

$$T=\frac{4AE}{(1+A)^2}\sin^2\frac\Theta2 .$$

For the projectile, $|\mathbf u+A\mathbf m|^2=1+2A\cos\Theta+A^2$. Substituting $\cos\Theta=2\cos^2(\Theta/2)-1$ gives

$$E_1=E\,\frac{(1-A)^2+4A\cos^2(\Theta/2)}{(1+A)^2}.$$

The sum is right: $(1-A)^2+4A=(1+A)^2$, so $E_1+T=E$. The momenta are $p_0=\sqrt{2M_1E}$, $p_1=\sqrt{2M_1E_1}$ and $p_2=\sqrt{2M_2T}$.

Two cases need care. If $A<1$, the tip of $\mathbf u+A\mathbf m$ lies on a circle of radius $A$ around the tip of $\mathbf u$. The circle does not enclose the origin, so $\psi$ cannot exceed $\arcsin A$, and each smaller non-zero $\psi$ belongs to two values of $\Theta$ with different energies. The input should therefore be $\Theta$, not $\psi$ alone.

If $A=1$ and $\Theta=\pi$, the projectile stops: $p_1=0$ and its direction has no meaning. Close to this case $E_1/E=\cos^2(\Theta/2)$ is tiny. Forming $E-T$ leaves an error of order $\varepsilon E$, where $\varepsilon=2.2\times10^{-16}$ is the spacing of double-precision numbers just above 1. When $E_1$ itself is no larger than this, the square root turns it into a momentum error of order $\sqrt\varepsilon\,p_0$. Over 100 values of $\pi-\Theta$ from $10^{-8}$ to $10^{-6}$ rad, the largest momentum imbalance was $1.1\times10^{-8}p_0$ with $E-T$ and $2.2\times10^{-16}p_0$ with the formula for $E_1$.

## The transverse basis

For a unit reference axis $\mathbf n$ not parallel to $\mathbf u$, define

$$s=|\mathbf n\times\mathbf u|,\qquad \mathbf e_1=\frac{(\mathbf n\cdot\mathbf u)\mathbf u-\mathbf n}{s},\qquad \mathbf e_2=\frac{\mathbf n\times\mathbf u}{s}.$$

The numerator of $\mathbf e_1$ is perpendicular to $\mathbf u$, since $(\mathbf n\cdot\mathbf u)-(\mathbf n\cdot\mathbf u)=0$. Its squared length is $(\mathbf n\cdot\mathbf u)^2-2(\mathbf n\cdot\mathbf u)^2+1=s^2$. Also $\mathbf u\times\mathbf e_1=-\mathbf u\times\mathbf n/s=\mathbf e_2$, so $(\mathbf e_1,\mathbf e_2,\mathbf u)$ is right-handed. With azimuth $\phi$,

$$\mathbf t=\cos\phi\,\mathbf e_1+\sin\phi\,\mathbf e_2,$$
$$\mathbf u_1=\cos\psi\,\mathbf u+\sin\psi\,\mathbf t,\qquad \mathbf u_2=\cos\chi\,\mathbf u-\sin\chi\,\mathbf t .$$

Write $\mathbf u=(u_x,u_y,w)$. For $\mathbf n=\hat{\mathbf z}$,

$$\mathbf e_1=\left(\frac{u_xw}{s},\frac{u_yw}{s},-s\right),\quad \mathbf e_2=\left(-\frac{u_y}{s},\frac{u_x}{s},0\right),\quad s=\sqrt{u_x^2+u_y^2},$$

and the projectile's direction cosines become

$$u_{1x}=u_x\cos\psi+\frac{\sin\psi}{s}(u_xw\cos\phi-u_y\sin\phi),$$
$$u_{1y}=u_y\cos\psi+\frac{\sin\psi}{s}(u_yw\cos\phi+u_x\sin\phi),$$
$$u_{1z}=w\cos\psi-s\sin\psi\cos\phi .$$

The recoil follows by replacing $\psi$ with $\chi$ and $\phi$ with $\phi+\pi$. For $\mathbf n=\hat{\mathbf x}$,

$$\mathbf e_1=\left(-s,\frac{u_xu_y}{s},\frac{u_xw}{s}\right),\quad \mathbf e_2=\left(0,-\frac{w}{s},\frac{u_y}{s}\right),\quad s=\sqrt{u_y^2+w^2}.$$

## What goes wrong near the pole

For the $z$ axis, $s$ may also be written $\sqrt{1-w^2}$. In floating-point arithmetic the two forms differ. Just below 1 a correctly rounded $w$ is wrong by up to $\varepsilon/4$. This changes $w^2$ by up to $\varepsilon/2$, and rounding the square adds up to $\varepsilon/4$. The error of $1-w^2$ is thus at most about $3\varepsilon/4$. Relative to $s^2$ it is $3\varepsilon/(4s^2)$, and the square root halves it: $s$ has a relative error of up to about $8\times10^{-17}/s^2$.

The length of $\mathbf e_2$ inherits this error. For 300 tilts between 1 and 1.2 times $10^{-3}$ rad the largest length error was $7.2\times10^{-11}$; for tilts a thousand times smaller it was $5.4\times10^{-5}$, growing roughly as $1/s^2$. Below a tilt of $\sqrt{\varepsilon/2}\approx10^{-8}$ rad, $w$ rounds to 1 and the computed $s$ is zero.

The form $\sqrt{u_x^2+u_y^2}$ adds positive terms and has no such cancellation. For such tilts the lengths of $\mathbf e_1$ and $\mathbf e_2$ stay within a few times $10^{-16}$ of 1. It cures the rounding, but at the exact pole it still gives $0/0$, so normal incidence needs another axis.

Use $\hat{\mathbf z}$ if $|w|\le c$ and $\hat{\mathbf x}$ otherwise. In the first case $s\ge\sqrt{1-c^2}$. In the second, $u_x^2\le1-w^2<1-c^2$, so $s=\sqrt{1-u_x^2}>c$. The guaranteed minimum is the smaller of $\sqrt{1-c^2}$ and $c$. One falls with $c$ and the other rises, so the best choice is where they meet, $c=1/\sqrt2$, with $s\ge0.707$. A switch nearer the pole, $c=0.9$, gives a minimum of about 0.436 and is also safe.

## The switch changes the azimuth

The two bases span the same plane, so $\mathbf e_1^{(x)}=\cos\Delta\,\mathbf e_1^{(z)}+\sin\Delta\,\mathbf e_2^{(z)}$ for some angle $\Delta$. Taking scalar products, with $s_x,s_z$ the two sines,

$$s_xs_z\cos\Delta=(u_x\mathbf u-\hat{\mathbf x})\cdot(w\mathbf u-\hat{\mathbf z})=u_xw-u_xw-u_xw=-u_xw,$$
$$s_xs_z\sin\Delta=(u_x\mathbf u-\hat{\mathbf x})\cdot(\hat{\mathbf z}\times\mathbf u)=-\hat{\mathbf x}\cdot(\hat{\mathbf z}\times\mathbf u)=u_y .$$

Both bases are right-handed, so the same physical $\mathbf t$ has azimuths related by

$$\phi_z=\phi_x+\Delta,\qquad \Delta=\operatorname{atan2}(u_y,-u_xw).$$

If $\phi$ is drawn uniformly from a full circle, as for a structureless solid, adding $\Delta$ leaves it uniform and no correction is needed. In a crystal the impact vector $\mathbf b$, from the target to the projectile's incoming track and perpendicular to $\mathbf u$, is given. A repulsive central force pushes the projectile towards $+\mathbf b$, so $\mathbf t=\mathbf b/|\mathbf b|$. If $\mathbf b=0$ the collision is head-on, $\sin\Theta=0$, and any transverse unit vector serves. Either use this $\mathbf t$ directly, or compute $\phi=\operatorname{atan2}(\mathbf t\cdot\mathbf e_2,\mathbf t\cdot\mathbf e_1)$ in the basis in use.

Both particles must share one basis. Suppose the recoil is built with the other basis but the same number $\phi$. Its $\mathbf t$ is then rotated by $\Delta$ and differs from the right one by a chord of length $2|\sin(\Delta/2)|$. The momentum error is $2p_2\sin\chi\,|\sin(\Delta/2)|$, which equals $2p_1\sin\psi\,|\sin(\Delta/2)|$ because the transverse momenta are equal.

## What the momentum check can see

Insert the two directions into the final momentum:

$$p_1\mathbf u_1+p_2\mathbf u_2=(p_1\cos\psi+p_2\cos\chi)\mathbf u+(p_1\sin\psi-p_2\sin\chi)\mathbf t .$$

The first bracket is $p_0$ and the second is zero. The sum is therefore $p_0\mathbf u$ for any $\mathbf t$, even one of the wrong length or not perpendicular to $\mathbf u$. Momentum balance alone cannot expose a faulty basis that both particles share.

Normalising $\mathbf u_1$ and $\mathbf u_2$ separately makes a wrong length visible. A relative length error $\delta$ of $\mathbf t$ stretches the two vectors by about $\delta\sin^2\psi$ and $\delta\sin^2\chi$, so the imbalance becomes about $\delta\,|p_1\sin^2\psi\,\mathbf u_1+p_2\sin^2\chi\,\mathbf u_2|$. This vanishes as $\Theta\to0$ or $\pi$, so very glancing and nearly head-on collisions are poor tests. With the basis whose length error was $5.4\times10^{-5}$, and the masses and angles of the example below, the imbalance was $1.3\times10^{-17}p_0$ before normalising and $2.7\times10^{-5}p_0$ after. A $\mathbf t$ of unit length in the wrong azimuth still passes, so the azimuth must be checked against $\mathbf b$.

The general procedure is:

1. From $\Theta$ and $A$, compute $\psi$, $\chi$, $E_1$ and $T$. For $\psi$, write $1+A\cos\Theta$ as $(1-A)+2A\cos^2(\Theta/2)$, which keeps its digits near the stopping case.
2. Choose $\hat{\mathbf z}$ if $|w|\le1/\sqrt2$, otherwise $\hat{\mathbf x}$, and form one basis.
3. Draw $\phi$, or obtain it from $\mathbf b$ in that basis.
4. Form $\mathbf u_1$ and $\mathbf u_2$, and normalise each.
5. Evaluate $|p_0\mathbf u-p_1\mathbf u_1-p_2\mathbf u_2|/p_0$, and compare the angles to $\mathbf u$ with $\psi$ and $\chi$. Compute each angle as $\operatorname{atan2}(|\mathbf u\times\mathbf u_i|,\mathbf u\cdot\mathbf u_i)$, with $i=1,2$; an arccosine loses digits near 0 and $\pi$.

For 10,000 random collisions with $A$ from 0.01 to 100, half of them with tilts spread logarithmically from $10^{-12}$ to 1 rad about the poles, the largest imbalance was $8.5\times10^{-16}p_0$, about four $\varepsilon$. The largest angle error was $4.4\times10^{-16}$ rad.

## A cadmium ion in CdTe

A 60 keV Cd ion enters CdTe tilted $7^\circ$ from the normal, with its transverse part $30^\circ$ from $x$. It meets a Te atom at impact parameter $b=0.010$ nm and azimuth $40^\circ$ in the basis in use. With mean atomic masses, $A=127.60/112.41=1.13513$, and the energy of relative motion is $E_{\rm cm}=EA/(1+A)=31.90$ keV.

The angle $\Theta$ needs a potential. In the relative motion, angular momentum gives the polar angle $\alpha$ about the target the rate $\dot\alpha=v_0b/r^2$, and energy gives $\dot r^2=v_0^2(1-V/E_{\rm cm}-b^2/r^2)$. Dividing, and counting the path in and out from closest approach $r_0$,

$$\Theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_{\rm cm}-b^2/r^2}},$$

since an undeflected track sweeps $\pi$. For $V$ I take the Ziegler–Biersack–Littmark (ZBL) universal potential, a screened Coulomb repulsion

$$V(r)=\frac{Z_1Z_2e^2}{4\pi\epsilon_0r}\,\varphi(r/a),\qquad a=\frac{0.8854a_0}{Z_1^{0.23}+Z_2^{0.23}}=0.00953\ \text{nm},$$
$$\varphi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}.$$

Here $Z_1=48$ and $Z_2=52$ are the atomic numbers, $e$ is the elementary charge and $a_0$ is the Bohr radius. The square root vanishes at $r_0$, and a numerical root search gives its value. The substitution $r=r_0/\sin\beta$ then makes the integrand finite at closest approach. Gauss–Legendre quadrature over $\beta$ from 0 to $\pi/2$, with $r_0=0.0235$ nm, gives $\Theta=107.036^\circ$; going from 60 to 120 nodes moves the angle by $2\times10^{-11}$ degrees. Then $\psi=58.410^\circ$, $\chi=36.482^\circ$, and

$$T=\frac{4(1.13513)(60\ \text{keV})}{(2.13513)^2}\sin^2(53.518^\circ)=38.63\ \text{keV},\qquad E_1=21.37\ \text{keV}.$$

The incoming direction is $\mathbf u=(0.1055,0.0609,0.9925)$. Since $w>0.707$, the $x$ axis is used: $\mathbf e_1=(-0.9944,0.0065,0.1053)$ and $\mathbf e_2=(0,-0.9981,0.0613)$. The first projectile cosine is

$$0.1055\cos\psi+\sin\psi\,[-0.9944\cos40^\circ+0]=-0.5936 .$$

The other components follow in the same way. In units of $10^{-20}$ kg m/s,

$$p_1\mathbf u_1=(-2.12204,-1.82450,2.22436),$$
$$p_2\mathbf u_2=(2.75430,2.18954,3.72162),$$
$$p_0\mathbf u=(0.63226,0.36504,5.94598).$$

The columns add up, and in double precision the imbalance is $2.0\times10^{-16}p_0$. The ion now travels at $51.5^\circ$ to the normal and the recoil at $43.4^\circ$. Here $\Delta=149.8^\circ$, so the same collision has azimuth $189.8^\circ$ in the $z$ basis. Giving the recoil the $z$ basis with the old $40^\circ$ would produce an imbalance of $0.98p_0$.

The angles, the energies and the rule $\mathbf t=\mathbf b/|\mathbf b|$ can be tested by integrating Newton's equations for both atoms. This was done with an eighth-order Runge–Kutta method for five incoming directions, including the exact pole and one $10^{-9}$ rad from the opposite pole. The final momentum vectors agreed with the procedure to $2\times10^{-12}p_0$. Since $\phi$ is here taken from $\mathbf b$ in the basis in use, any orthonormal transverse basis would agree equally well; this comparison does not test the labelling of the azimuth or the shift $\Delta$.

The many digits in the example serve only to check the arithmetic; the prediction itself is much less certain. The small impact parameter is untypical: the target area for it grows as $b^2$, so most collisions are more glancing and transfer less energy. For a given $b$, the largest uncertainty among those estimated here is the potential. The Molière screening function, with its Firsov length and the same $b$, gives $\Theta=103.7^\circ$ and $T=36.9$ keV. Real collisions also excite electrons; Firsov's estimate is about 0.7 keV here, which at fixed $\Theta$ lowers $\psi$ by about $0.4^\circ$ and $\chi$ by about $0.2^\circ$. A Te atom 2 u heavier, at fixed $b$, receives 0.4 % less energy.

The target is not truly at rest either. At 300 K a Debye model with a Debye temperature near 150 K gives it a root-mean-square displacement of roughly 0.01 nm along each axis, as large as $b$ here. A crystal simulation must therefore take $\mathbf b$, and with it the azimuth, from the displaced atom and not from its lattice site. The atom's thermal momentum at 300 K, $\sqrt{3M_2k_BT_{\rm s}}$ with $T_{\rm s}$ the solid's temperature, is about $9\times10^{-4}p_0$. Balance to $10^{-16}$ therefore checks only the arithmetic and the use of one common $\mathbf t$ for both atoms. It does not test whether that $\mathbf t$ has the right azimuth, nor does it show how accurate the predicted path is.
